# Grain Size of a Metal Gate Inferred from Threshold-Voltage Spread: verification in Python

```python
"""Grain side of a metal gate inferred from threshold-voltage spread.

Result under test: g = L*s_G/s_1, with s_G = sqrt(s_T^2 - s_O^2) and
s_1 = (work-function difference/e)*sqrt(p*q).
L: gate side (nm); g: grain side (nm); s_T: total spread (mV);
s_O: spread of independent other sources (mV); s_G: grain part (mV);
s_1: spread of a single grain (mV); p, q: grain probabilities.
Equal independent patches and area averaging are assumed. The program also
sizes cut grains, unequal grains and current paths through the channel.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.fft import dctn, idctn
from scipy.linalg import solveh_banded

L = 30.0
s_T, s_O = 50.0, 40.0
phi = np.array([4.6, 4.4])
prob = np.array([0.6, 0.4])
delta_mV = 1000 * (phi[0] - phi[1])


def grain_side(total, other):
    single = delta_mV * np.sqrt(prob[0] * prob[1])
    return L * np.sqrt(total**2 - other**2) / single


s_G = np.sqrt(s_T**2 - s_O**2)
s_1 = delta_mV * np.sqrt(prob[0] * prob[1])
N = (s_1 / s_G)**2
g = grain_side(s_T, s_O)
mean_phi = prob @ phi

# Single-grain spread from the definition of variance.
direct_s1 = 1000 * np.sqrt(prob @ (phi - mean_phi)**2)
assert abs(direct_s1 - s_1) < 1e-9


def enumerate_spread(areas):
    """Spread of the area average from every pattern and its probability."""
    patterns = np.array(list(itertools.product([0, 1], repeat=len(areas))))
    weights = np.prod(prob[patterns], axis=1)
    values = 1000 * phi[patterns] @ (areas / areas.sum())
    average = weights @ values
    return np.sqrt(weights @ (values - average)**2)


# Whole-grain tilings: the inverse formula must recover the known side.
s_3x3 = enumerate_spread(np.ones(9))
s_4x4 = enumerate_spread(np.ones(16))
for spread, side in ((s_3x3, L / 3), (s_4x4, L / 4)):
    assert abs(grain_side(np.hypot(spread, s_O), s_O) - side) < 1e-7
assert s_4x4 < s_G < s_3x3

# Unequal areas: enumeration against the relative area spread.
areas = np.array([0.3, 0.5, 0.7, 0.8, 1.0, 1.1, 1.4, 1.9, 2.3])
c_test = areas.std() / areas.mean()
unequal_formula = s_1 * np.sqrt((1 + c_test**2) / len(areas))
assert abs(enumerate_spread(areas) - unequal_formula) < 1e-8
c_example = 0.5
g_unequal = g / np.sqrt(1 + c_example**2)

# Square lattice at random position, with edge grains cut by the gate.
ratio_cut = 1.5 * (1 - np.sqrt(1 - 4 * s_G / (3 * s_1)))
g_cut = L * ratio_cut
rng = np.random.default_rng(7)


def random_lattice(side, devices=300000):
    """Return sampled grain and total spreads, in mV."""
    count = int(np.ceil(L / side)) + 1
    index = np.arange(count)

    def overlaps():
        left = index * side - rng.uniform(0, side, (devices, 1))
        return np.clip(np.minimum(left + side, L) - np.maximum(left, 0),
                       0, None) / L

    wx, wy = overlaps(), overlaps()
    assert np.allclose(wx.sum(axis=1), 1)
    high = rng.random((devices, count, count)) < prob[0]
    fraction = np.einsum('di,dij,dj->d', wx, high, wy)
    grain = delta_mV * fraction
    total = grain + rng.normal(0, s_O, devices)
    return grain.std(), total.std()


mc_grain, mc_total = random_lattice(g_cut)
mc_grain_simple, mc_total_simple = random_lattice(g)
# Sampling error is near 0.1 mV or less; tolerances allow several errors.
assert abs(mc_grain - s_G) < 0.3
assert abs(mc_total - s_T) < 0.4
cut_formula = s_1 * (g / L) * (1 - g / (3 * L))
assert abs(mc_grain_simple - cut_formula) < 0.3

# Sheet-conductance network for current along the first axis.
temperature = 300.0
kT_mV = 1000 * constants.k * temperature / constants.e


def sheet_conductance(cell):
    n = cell.shape[0]
    along = 2 * cell[:-1] * cell[1:] / (cell[:-1] + cell[1:])
    across = 2 * cell[:, :-1] * cell[:, 1:] / (cell[:, :-1] + cell[:, 1:])
    diagonal = np.zeros((n, n))
    diagonal[:-1] += along
    diagonal[1:] += along
    diagonal[:, :-1] += across
    diagonal[:, 1:] += across
    diagonal[0] += 2 * cell[0]
    diagonal[-1] += 2 * cell[-1]
    band = np.zeros((n + 1, n * n))
    band[0] = diagonal.ravel()
    side_links = np.zeros((n, n))
    side_links[:, :-1] = -across
    band[1] = side_links.ravel()
    band[n, :n * (n - 1)] = -along.ravel()
    source = np.zeros((n, n))
    source[0] = 2 * cell[0]
    voltage = solveh_banded(band, source.ravel(), lower=True,
                            check_finite=False).reshape(n, n)
    return np.sum(2 * cell[0] * (1 - voltage[0]))


# Stripes have known parallel and series conductances.
stripe = np.array([1.0, 3.0, 10.0, 2.0, 5.0, 1.5])
parallel = np.tile(stripe, (6, 1))
assert abs(sheet_conductance(parallel) - stripe.mean()) < 1e-9
assert abs(sheet_conductance(parallel.T) - 1 / np.mean(1 / stripe)) < 1e-9


def current_spread(depth, cells_per_grain, thermal_mV):
    """Constant-current threshold spread over all 3 by 3 patterns."""
    n = 3 * cells_per_grain
    k = np.pi * np.arange(n) / L
    damping = np.exp(-depth * np.hypot(k[:, None], k[None, :]))
    thresholds, weights = [], []
    for pattern in itertools.product([0, 1], repeat=9):
        choice = np.array(pattern).reshape(3, 3)
        local = 1000 * (phi[choice] - mean_phi)
        local = np.kron(local, np.ones((cells_per_grain, cells_per_grain)))
        local = idctn(damping * dctn(local, norm='ortho'), norm='ortho')
        conductance = sheet_conductance(np.exp(-local / thermal_mV))
        thresholds.append(-thermal_mV * np.log(conductance))
        weights.append(np.prod(prob[choice]))
    thresholds, weights = np.array(thresholds), np.array(weights)
    average = weights @ thresholds
    return np.sqrt(weights @ (thresholds - average)**2)


# Weak variation relative to kT must restore area averaging.
s_hot = current_spread(2.0, 2, 100 * kT_mV)
assert abs(s_hot / s_3x3 - 1) < 0.01
path_results = []
for depth in (2.0, 4.0):
    coarse = current_spread(depth, 8, kT_mV)
    fine = current_spread(depth, 16, kT_mV)
    # Finite cells blur the narrow passes between grains.
    assert abs(fine - coarse) < 1.5
    path_results.append((depth, fine, fine - coarse))

print(f"Gate side: {L:.0f} nm; gate area: {L**2:.0f} nm^2")
print(f"Total spread: {s_T:.1f} mV; other sources: {s_O:.1f} mV")
print(f"Work functions: {phi[0]:.1f} and {phi[1]:.1f} eV")
print(f"Probabilities: {prob[0]:.1f} and {prob[1]:.1f}")
print(f"Mean work function: {mean_phi:.3f} eV")
print(f"Grain part of threshold spread: {s_G:.2f} mV")
print(f"Single-grain spread: {s_1:.2f} mV")
print(f"Effective number of grains: {N:.3f}")
print(f"Effective grain area: {L**2 / N:.2f} nm^2")
print(f"Inferred grain side, equal patches: {g:.3f} nm")
wrong_spread = s_T - s_O
wrong_side = L * wrong_spread / s_1
print(f"Wrong linear subtraction: {wrong_spread:.1f} mV")
print(f"Side from wrong subtraction: {wrong_side:.2f} nm")
print(f"3x3 tiling, side {L/3:.1f} nm: grain spread {s_3x3:.2f} mV")
print(f"4x4 tiling, side {L/4:.1f} nm: grain spread {s_4x4:.2f} mV")
print(f"3x3 tiling: total spread {np.hypot(s_3x3, s_O):.2f} mV")
print(f"4x4 tiling: total spread {np.hypot(s_4x4, s_O):.2f} mV")
print(f"Inferred side with randomly cut grains: {g_cut:.3f} nm")
print(f"Change from equal-patch side: {100*(g_cut/g-1):.1f} percent")
print(f"Random-lattice check, grain spread: {mc_grain:.2f} mV")
print(f"Random-lattice check, total spread: {mc_total:.2f} mV")
print(f"Equal-patch side used with cuts, grain: {cut_formula:.2f} mV")
print(f"Equal-patch side used with cuts, total: "
      f"{np.hypot(cut_formula, s_O):.2f} mV")
print(f"Relative grain-area spread chosen: {c_example:.1f}")
print(f"Side for mean area with that spread: {g_unequal:.2f} nm")
print(f"Side if total spread is 1 mV larger: "
      f"{grain_side(s_T + 1, s_O):.2f} nm")
print(f"Side if total spread is 1 mV smaller: "
      f"{grain_side(s_T - 1, s_O):.2f} nm")
print(f"Side if other spread is 1 mV larger: "
      f"{grain_side(s_T, s_O + 1):.2f} nm")
print(f"Side if other spread is 1 mV smaller: "
      f"{grain_side(s_T, s_O - 1):.2f} nm")
print(f"Temperature: {temperature:.0f} K; kT/e: {kT_mV:.2f} mV")
print(f"Work-function difference over kT: {delta_mV / kT_mV:.2f}")
print(f"High-temperature network check, 3x3: {s_hot:.2f} mV")
for depth, spread, shift in path_results:
    factor = spread / s_3x3
    print(f"Smoothing depth {depth:.0f} nm, 3x3 current spread: "
          f"{spread:.2f} mV")
    print(f"  shift on halving mesh cell: {shift:.2f} mV")
    print(f"  ratio to area-average spread: {factor:.3f}")
    print(f"  rough rescaled equal-patch side: {g / factor:.2f} nm")
print("all assertions hold")
```

Printed output:

```
Gate side: 30 nm; gate area: 900 nm^2
Total spread: 50.0 mV; other sources: 40.0 mV
Work functions: 4.6 and 4.4 eV
Probabilities: 0.6 and 0.4
Mean work function: 4.520 eV
Grain part of threshold spread: 30.00 mV
Single-grain spread: 97.98 mV
Effective number of grains: 10.667
Effective grain area: 84.38 nm^2
Inferred grain side, equal patches: 9.186 nm
Wrong linear subtraction: 10.0 mV
Side from wrong subtraction: 3.06 nm
3x3 tiling, side 10.0 nm: grain spread 32.66 mV
4x4 tiling, side 7.5 nm: grain spread 24.49 mV
3x3 tiling: total spread 51.64 mV
4x4 tiling: total spread 46.90 mV
Inferred side with randomly cut grains: 10.384 nm
Change from equal-patch side: 13.0 percent
Random-lattice check, grain spread: 30.09 mV
Random-lattice check, total spread: 50.09 mV
Equal-patch side used with cuts, grain: 26.94 mV
Equal-patch side used with cuts, total: 48.23 mV
Relative grain-area spread chosen: 0.5
Side for mean area with that spread: 8.22 nm
Side if total spread is 1 mV larger: 9.69 nm
Side if total spread is 1 mV smaller: 8.67 nm
Side if other spread is 1 mV larger: 8.76 nm
Side if other spread is 1 mV smaller: 9.58 nm
Temperature: 300 K; kT/e: 25.85 mV
Work-function difference over kT: 7.74
High-temperature network check, 3x3: 32.66 mV
Smoothing depth 2 nm, 3x3 current spread: 45.91 mV
  shift on halving mesh cell: 0.00 mV
  ratio to area-average spread: 1.406
  rough rescaled equal-patch side: 6.54 nm
Smoothing depth 4 nm, 3x3 current spread: 38.45 mV
  shift on halving mesh cell: -0.01 mV
  ratio to area-average spread: 1.177
  rough rescaled equal-patch side: 7.80 nm
all assertions hold
```
